# Exponential Blur of Integrated Acid Exposure under First-Order Acid Loss, part 2

During the bake of a resist, acid diffuses with coefficient \(D\) and is lost at the first-order rate \(k\). For a line pattern varying along \(x\) alone, its density \(h(x,t)\) obeys

\[
\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}-kh,\qquad h(x,0)=h_0(x). \tag{1}
\]

Lengths are in nm and times in s; densities are numbers per unit volume. The infinite-time exposure is \(E=\int_0^\infty h\,dt\). The acid is a catalyst, with deprotection rate constant \(k_a\), and leaves a fraction \(m=e^{-k_aE}\) of the protecting groups in place. With \(L=\sqrt{D/k}\),

\[
kE(x)=\int_{-\infty}^{\infty}K(x-x')\,h_0(x')\,dx',\qquad
K(x)=\frac{1}{2L}\,e^{-|x|/L}. \tag{7}
\]

The kernel \(K\) has root-mean-square width \(\sqrt2\,L\), and it spreads a sharp edge over \(2L\ln5\) between the ten and ninety per cent levels.

A grating \(h_0=n(1+V\cos qx)\) has mean density \(n\), relative modulation \(V\), pitch \(p\) and wavenumber \(q=2\pi/p\). Its exposure is \(E=E_0+E_1\cos qx\), with

\[
kE=n\left(1+VR\cos qx\right), \tag{9}
\]

where the response is \(R=1/(1+q^2L^2)\), equal to one half at \(p=2\pi L\). A Gaussian blur of equal variance would have the response \(e^{-q^2L^2}\).

In three dimensions, the mean exposure at distance \(r\) from the starting point of a single acid is

\[
G_3(r)=\frac{e^{-r/L}}{4\pi Dr}. \tag{11}
\]

This part treats a bake that ends at time \(T\), with response \(R_T\), and then loss to a base of density \(b\), initially \(b_0\), with neutralization rate constant \(k_q\). Its example has \(D=2.0\ \text{nm}^2/\text{s}\), \(k=0.050\ \text{s}^{-1}\), \(T=60\) s, \(p=36\) nm, \(n=0.050\ \text{nm}^{-3}\), \(V=0.90\) and \(k_a=1.0\ \text{nm}^3/\text{s}\).

## A finite bake, an example and the limits of first-order loss

The acid density \(h\) starts from \(h_0\), diffuses with coefficient \(D\), and is lost at rate \(k\). Its infinite-time exposure \(E=\int_0^\infty h\,dt\) obeys \(kE=K*h_0\), where the star denotes convolution, \(K=e^{-|x|/L}/(2L)\) and \(L=\sqrt{D/k}\). A grating of mean density \(n\), relative modulation \(V\) and wavenumber \(q=2\pi/p\) keeps the modulation \(VR\), with \(R=1/(1+q^2L^2)\). The protected fraction of the polymer is \(m=e^{-k_aE}\), and the exposure due to a single acid is \(G_3=e^{-r/L}/(4\pi Dr)\).

A real bake ends at some time \(T\). Suppose that \(D\) and \(k\) are constant until then and that the acid does nothing afterwards. By (1), the mean density decays as \(e^{-kt}\) and the amplitude of the cosine as \(e^{-(k+Dq^2)t}\). Their time integrals up to \(T\) are

\[
E_0(T)=n\,\frac{1-e^{-kT}}{k},\qquad
E_1(T)=nV\,\frac{1-e^{-(k+Dq^2)T}}{k+Dq^2}.
\]

The ratio \(E_1/(VE_0)\) is the response for the finite bake,

\[
R_T=R\;\frac{1-e^{-(k+Dq^2)T}}{1-e^{-kT}} . \tag{12}
\]

The numerator of the fraction is larger than the denominator, so \(R_T>R\) for every non-zero \(q\). Stopping the bake removes the late exposure, which comes from acid that has spread furthest. As \(T\to0\) the fraction tends to \((k+Dq^2)/k=1/R\), and \(R_T\to1\): there has been no time to blur. As \(T\to\infty\), \(R_T\to R\).

If \(k\) tends to zero at fixed \(T\), then \(1-e^{-kT}\to kT\) and \(R\to k/(Dq^2)\), so that

\[
R_T\to\frac{1-e^{-Dq^2T}}{Dq^2T}. \tag{13}
\]

Without loss the mean exposure \(nT\) grows without limit while the response falls towards zero. For line patterns, the infinite-time kernel exists because the loss ends the exposure.

For an example, take dense lines in a chemically amplified resist for extreme-ultraviolet lithography, with rough typical values: \(D=2.0\ \text{nm}^2/\text{s}\), \(k=0.050\ \text{s}^{-1}\), a bake of 60 s, and a pitch of 36 nm. The mean initial acid density is \(n=0.050\ \text{nm}^{-3}\), its relative modulation is \(V=0.90\), and \(k_a=1.0\ \text{nm}^3/\text{s}\). The decay length is

\[
L=\sqrt{\frac{2.0}{0.050}}\ \text{nm}=6.3\ \text{nm},
\]

and the root-mean-square blur is \(\sqrt2\,L=8.9\) nm. In the infinite-time exposure, an isolated sharp edge would be spread over \(2L\ln5=20.4\) nm between its ten and ninety per cent levels. This exceeds the half-pitch of 18 nm, so the blurred edges of neighbouring lines overlap.

The wavenumber is \(q=2\pi/36=0.1745\ \text{nm}^{-1}\), which gives \(qL=1.104\) and

\[
R=\frac{1}{1+1.104^2}=\frac{1}{2.218}=0.451 .
\]

The pitch of half response is \(2\pi L=39.7\) nm. The chosen pitch is a little smaller, and \(R\) is a little below one half. A Gaussian blur of equal variance would give \(e^{-1.218}=0.296\), so replacing the exponential kernel by a Gaussian of the same root-mean-square width would understate the surviving modulation by about a third.

Equation (1) was also integrated numerically on a periodic grid of 72 cells, 0.5 nm each, for 400 s, or twenty mean lifetimes. The response was 0.4509, against 0.4508 from the formula. The small excess is expected from the grid. A second difference with spacing \(\Delta\) replaces \(q^2\) by \(2(1-\cos q\Delta)/\Delta^2\approx q^2(1-q^2\Delta^2/12)\), which slightly weakens the diffusion and here raises the response by about 0.0002.

The mean infinite-time exposure is \(n/k=1.0\ \text{s}/\text{nm}^3\), and its relative modulation is \(0.90\times0.451=0.406\). At the centres of the bright and dark regions,

\[
m_{\text{bright}}=e^{-1.406}=0.245,\qquad
m_{\text{dark}}=e^{-0.594}=0.552 .
\]

With the same mean exposure but no diffusion, the values would be \(e^{-1.9}=0.150\) and \(e^{-0.1}=0.905\). Diffusion has reduced the difference in protected fraction from 0.755 to 0.307. Most of the damage is on the dark side, where acid arriving from the bright lines removes groups that should have stayed.

For the 60 s bake, \(kT=3\), and a fraction \(e^{-3}=0.050\) of the acid is still present at the end. With \(Dq^2=0.06092\ \text{s}^{-1}\), the exponent \((k+Dq^2)T\) is 6.66, and (12) gives

\[
R_T=0.451\times\frac{1-0.0013}{1-0.0498}=0.474 .
\]

This is 5 % above the infinite-time response, relative to the latter. If the loss were switched off with \(D\), \(T\) and the pitch unchanged, (13) would give 0.27. Loss therefore improves the relative modulation in this comparison, but at a price. The mean exposure after 60 s is \(0.950\ \text{s}/\text{nm}^3\) with loss and \(nT=3.0\ \text{s}/\text{nm}^3\) without it.

The same trade appears in the infinite-time result. At fixed \(n\), \(V\), \(D\) and pitch, a larger \(k\) raises \(R\) but lowers both the mean exposure \(n/k\) and its absolute amplitude \(nV/(k+Dq^2)\). For a fair comparison of the chemical contrast, hold \(c=k_an/k\) fixed by raising the initial acid density in proportion to \(k\). Then

\[
m_{\text{dark}}-m_{\text{bright}}=e^{-c(1-VR)}-e^{-c(1+VR)}=2e^{-c}\sinh(cVR),
\]

which increases with \(R\). Shortening the blur by faster loss thus improves this contrast, provided that more acid is supplied, that the added acid leaves \(V\) unchanged, and that the loss stays first order.

The last condition is the weakest link with real resists. Much of the acid loss there is neutralization by an added base, the quencher, and each base molecule can act once. Let \(b(x,t)\) be the density of an immobile base with uniform initial value \(b_0\), and let \(k_q\) be the rate constant of neutralization. Then

\[
\frac{\partial h}{\partial t}=D\frac{\partial^2h}{\partial x^2}-k_qhb,\qquad
\frac{\partial b}{\partial t}=-k_qhb . \tag{14}
\]

If \(b\) hardly changes, the loss is first order with \(k=k_qb_0\). To see when that holds, divide the second equation by \(b\) and integrate, which gives \(b=b_0\exp\left(-k_q\int h\,dt\right)\). To leading order the exposure is that of the first-order model, so the fraction of base consumed is about \(k_qE=kE/b_0\). This must be small everywhere. In a bake of several mean lifetimes, \(kE\) is close to the blurred initial acid density, so the base must greatly outnumber the acid, including in the bright regions.

The approach to this limit was computed from (14) for the 60 s bake, with \(k_qb_0\) held at \(0.050\ \text{s}^{-1}\). With ten times as much base as mean acid, the mean exposure is 4.2 % above the first-order value; with fifty times as much, it is 0.8 % above. The ratio of these errors is about five, as expected when the leading error is proportional to \(n/b_0\). These loadings test the limit and are not recipes. The larger is one base molecule per 0.4 nm³, comparable with the volume of a small organic molecule itself.

A base loading below the acid loading is nearer to practice, and it changes the problem in kind. Subtract the two equations in (14) and average over one period. The reaction terms cancel, and the diffusion term averages to zero because the flux is periodic. With angle brackets for the average,

\[
\langle h\rangle-\langle b\rangle=n-b_0
\]

at all times. If \(b_0<n\), at least the density \(n-b_0\) of acid survives on average, however long the bake. Unless another process removes it, the mean exposure grows at least as fast as \((n-b_0)T\), and the infinite-time kernel does not exist.

For \(b_0=0.025\ \text{nm}^{-3}\), half the mean acid density, (14) gives the following after 60 s. Here and below the exposure is no longer a constant plus a single cosine, and the response means the amplitude of its \(\cos qx\) component divided by \(V\) times its mean. With \(k_q=2.0\ \text{nm}^3/\text{s}\), so that the initial loss rate is again \(0.050\ \text{s}^{-1}\), 52 % of the acid is left. The mean exposure is 1.97 times that of the first-order model, and the response is 0.406 instead of 0.474. With neutralization ten times faster, the fraction left is 50 %, the mean exposure is 1.66 times the same first-order value, which belongs to \(k=0.050\ \text{s}^{-1}\), and the response is 0.505. That rate constant, \(20\ \text{nm}^3/\text{s}\), is close to the most that diffusion allows: if an acid reacts as soon as it comes within a distance \(a\) of a fixed base, the rate constant is \(4\pi Da\), which reaches this value at \(a\approx0.8\) nm. That expression is the steady rate for dilute base. Here the initial decay length \(\sqrt{D/(k_qb_0)}=2.0\) nm is shorter than the mean spacing of the base molecules, 3.4 nm, so the continuum equations (14) are only a rough guide in the fast case. Both cases also assume an immobile base; if the base diffuses as fast as the acid, the responses fall to 0.365 and 0.467.

To judge the first-order formula, each case must be compared with the formula at its own initial loss rate, \(k=k_qb_0\). With slow neutralization the response is 14 % below the first-order value. With fast neutralization \(k=0.50\ \text{s}^{-1}\), for which (12) gives a response of 0.891 and the mean exposure would be \(n/k=0.10\ \text{s}/\text{nm}^3\). The response of 0.505 is 43 % lower than that, and the mean exposure is about 16 times as large. The formula assumes a loss that continues, whereas here it fades as the base is used up, and the surviving acid goes on diffusing and adding exposure.

A second assumption is that \(D\) stays constant while the polymer changes around the acid. To size this, let \(D\) rise linearly with deprotection, to three times its initial value when all groups are removed, with \(k\), \(k_a\) and the 60 s bake unchanged. The computed response falls from 0.474 to 0.388, or by 18 %. The factor of three is a chosen illustration. A coefficient that falls on deprotection shifts the response the other way.

Acid molecules are also discrete. The model gives the average exposure over many samples, whereas one sample has acids at particular places. Suppose that these places are random and independent with uniform density \(n\), far from the film surfaces. Divide space into small cells. The number of acids in a cell of volume \(dV\) has mean and variance \(n\,dV\), and each acid contributes \(G_3\). The mean exposure is \(n/k\), and the variance, added over independent cells, is

\[
n\int_0^\infty4\pi r^2\,\frac{e^{-2r/L}}{(4\pi Dr)^2}\,dr
=\frac{n}{4\pi D^2}\cdot\frac L2=\frac{nL}{8\pi D^2}.
\]

Divide by \((n/k)^2\) and use \(k/D=1/L^2\). The relative variance is \(k^2L/(8\pi D^2n)=1/(8\pi nL^3)\), so the relative standard deviation is

\[
\frac{\delta E}{E}=\frac{1}{\sqrt{8\pi nL^3}} . \tag{15}
\]

For the example, \(8\pi\times0.050\times6.325^3=318\), and the noise of the infinite-time exposure is 5.6 % of its mean, compared with a modulation amplitude of 41 % of the mean. This counts the random starting places alone. The random path and lifetime of each acid, and the random absorption of photons that makes acids appear in clusters, are left out, and the path and lifetime alone outweigh the part counted. The mean square Fourier amplitude of one acid's exposure, taken over its actual path and lifetime, is \(2/[k(k+Dq^2)]\), against \(1/(k+Dq^2)^2\) for the averaged kernel, so the noise power at wavenumber \(q\) is larger by the factor \(2(1+q^2L^2)\). For the exposure averaged over a sphere of radius 1 nm the noise is then 29 % instead of 5.2 %, for a radius of 5 nm it is 10 % instead of 3.8 %, and it grows without limit as the sphere shrinks to a point. Equation (15) does show a conflict within the model: at fixed \(n\), a longer \(L\) averages over more acids and lowers this noise, but it also lowers \(R\).

Set beside a real process, the pitch of 36 nm and a bake of about a minute are in the range of extreme-ultraviolet resists. The root-mean-square blur, 8.9 nm for the infinite-time exposure and 8.2 nm for the 60 s bake, is large for this pitch, since it removes more than half of the modulation. The diffusion coefficient is much less certain, since it varies by orders of magnitude with the polymer, the size of the acid and the bake temperature. The initial modulation of 0.90 is on the high side, because imperfect imaging and the spread of secondary electrons already reduce the contrast before the bake. The loss rate \(k\) is best read as an effective parameter. The assumption of first-order loss fails unless the quencher greatly outnumbers the acid: with \(b_0=2n\) and \(k_qb_0=0.050\ \text{s}^{-1}\), the mean exposure after 60 s is still 23 % above the first-order value. The error in the response can have either sign. With \(b_0=n\) and \(k_q=20\ \text{nm}^3/\text{s}\), the base outnumbers the acid in the dark regions but not in the bright ones, and (14) gives a response of about 1.1, above the first-order value of 0.94 for \(k=1.0\ \text{s}^{-1}\). Where the quencher is scarcer than the acid, some acid always survives. If nothing else removes the surviving acid, it becomes uniform while it goes on adding exposure, so the relative modulation of the exposure tends to zero in a long bake, and \(L=\sqrt{D/k}\) with \(k=k_qb_0\) predicts neither the width of the blur nor the dose. The length \(L\) gives the scale of the blur where \(D\) is nearly constant, the loss stays first order and the bake lasts several mean lifetimes. The numerical output below lists the values for this example.

## Table of computed values

```
diffusivity D = 2.0 nm^2/s
loss rate k = 0.050 1/s
bake time = 60 s
pitch = 36 nm
mean initial acid = 0.050 1/nm^3
initial relative modulation = 0.90
deprotection constant ka = 1.0 nm^3/s
decay length L = 6.325 nm
kernel peak 1/(2L) = 0.07906 1/nm
kernel rms width = 8.944 nm
edge 10-90 % width = 20.36 nm
wavenumber q = 0.17453 1/nm
q L = 1.1038
Lorentzian response R = 0.4508
simulated long-time response = 0.4509
pitch of half response = 39.74 nm
equal-variance Gaussian response = 0.2957
blurred relative modulation = 0.4057
mean infinite-time exposure = 1.000 s/nm^3
protected fraction, bright centre = 0.2452
protected fraction, dark centre = 0.5519
same without diffusion, bright = 0.1496
same without diffusion, dark = 0.9048
acid fraction left after bake = 0.0498
finite-bake response = 0.4738
finite-bake response, no loss = 0.2665
base 10x acid: mean exposure error = 4.19 %
base 50x acid: mean exposure error = 0.82 %
half loading: base density = 0.0250 1/nm^3
half loading, slow: rate constant = 2.0 nm^3/s
half loading, slow: acid fraction left = 0.5180
half loading, slow: exposure/first-order = 1.971
half loading, slow: response = 0.4060
half loading, fast: rate constant = 20.0 nm^3/s
half loading, fast: acid fraction left = 0.5000
half loading, fast: exposure/first-order = 1.657
half loading, fast: response = 0.5052
diffusivity ratio on full deprotection = 3.0
response with rising diffusivity = 0.3880
acid-placement exposure noise = 5.61 %
```
